# The frequency error in Sternheimer calculations of phonon-induced level shifts, part 1

(Sections cited here and not found follow in the second part.)

In a one-dimensional model insulator with two filled bands, zero-point motion of the atoms raises the valence-band maximum by 261.05 meV when all 31 bands of the basis are summed with full phonon frequencies. A sum cut after two bands gives 162.9 meV, and after three it gives 279.1 meV. If two bands are kept explicitly and all others are replaced by a linear solve that ignores the phonon frequency, the result is 259.97 meV. The remaining error of 1.08 meV hardly depends on what one would expect to control it. Heating from 0 to 1000 K doubles the contribution of the replaced bands, from \(3.61\times10^{-3}\) to \(7.45\times10^{-3}\) Ha, but moves the error only from \(3.98\times10^{-5}\) to \(3.94\times10^{-5}\) Ha. Doubling every phonon frequency by stiffening the springs changes it by 1.3%. Both facts follow from one algebraic identity, the second together with the completeness of the phonon eigenvectors. The identity also removes most of the error without a further solve.

## The sum to be evaluated

Hartree atomic units are used. Atom \(\kappa\) of mass \(M_\kappa\) in cell \(l\) sits at \(R_l+\tau_\kappa+u_{\kappa l}\); the formulas are written for one dimension. In three dimensions \(\kappa\) also carries a Cartesian index \(\alpha\). The Fan and Sternheimer formulas then carry over, but \(D_\kappa\) below becomes a tensor \(D_{\kappa,\alpha\beta}\) contracted with \(w^*_{\kappa\alpha}w_{\kappa\beta}\), and its sum rule runs over atoms at fixed direction \(\beta\). For harmonic phonons in \(N\) cells,
\[u_{\kappa l}=\frac{1}{\sqrt N}\sum_{q\nu}w_{\kappa\nu}(q)e^{iqR_l}\,(b_{q\nu}+b^\dagger_{-q\nu}),\qquad w_{\kappa\nu}=\frac{e_{\kappa\nu}}{\sqrt{2M_\kappa\omega_\nu}},\]
where \(e_{\kappa\nu}\) are the orthonormal eigenvectors of the dynamical matrix. The electrons are independent particles in a potential \(V\) whose change with the atomic positions is already self-consistent. For a nondegenerate state \(|n\rangle\) at wave vector \(k\), with energy \(\varepsilon_n\), define
\[|h_\kappa\rangle=\sum_l e^{iqR_l}\frac{\partial V}{\partial\tau_{\kappa l}}|n\rangle,\qquad |h_\nu\rangle=\sum_\kappa w_{\kappa\nu}|h_\kappa\rangle,\qquad g_m=\langle m,k+q|h_\nu\rangle .\]

The shift of an occupied level is the second-order part of \(\mathcal E(N_e)-\mathcal E(N_e-1)\), the total energies with and without the electron in \(|n\rangle\), at fixed phonon number \(n_B\). A virtual transition from a filled state \(i\) to an empty state \(j\) absorbs a phonon, with squared matrix element \(|g|^2n_B\) and denominator \(\varepsilon_i-\varepsilon_j+\omega\), or emits one, with \(|g|^2(n_B+1)\) and \(\varepsilon_i-\varepsilon_j-\omega\). Transitions that do not involve \(n\) occur in both energies and cancel. Transitions \(n\to m\) with \(m\) empty occur only in the first and give \(|g_m|^2[n_B/(\varepsilon_n-\varepsilon_m+\omega)+(n_B+1)/(\varepsilon_n-\varepsilon_m-\omega)]\). Transitions \(m\to n\) with \(m\) filled occur only in the second and are subtracted. The minus sign reverses their denominators, giving \(|g_m|^2[n_B/(\varepsilon_n-\varepsilon_m-\omega)+(n_B+1)/(\varepsilon_n-\varepsilon_m+\omega)]\). With occupation \(f_m=0\) or 1, both cases read
\[\Sigma^{\rm Fan}_n=\frac1N\sum_{q\nu}\sum_m|g_m|^2\left[\frac{n_B+f_m}{\varepsilon_n-\varepsilon_m+\omega}+\frac{n_B+1-f_m}{\varepsilon_n-\varepsilon_m-\omega}\right].\]
The diagonal coupling \(\langle n|h_\nu\rangle\) exists only at \(q=0\); at the equilibrium geometry it is one term of weight \(1/N\) and is dropped. The expression is linear in \(n_B\), so the thermal average inserts the Bose factor. Thermal excitation of electrons across the gap is neglected. For four fermion levels and one boson, exact diagonalization gives a second-order coefficient of 0.1079887 Ha and the formula 0.1079888 Ha.

The second derivative of \(V\) enters at the same order. In the rigid-ion approximation each atom carries its own potential, so derivatives mixing two atoms vanish and the term is \(\tfrac12\sum_{\kappa l}(\partial^2V/\partial\tau_{\kappa l}^2)u_{\kappa l}^2\). Since \(\langle u_{\kappa l}^2\rangle=N^{-1}\sum_{q\nu}|w_{\kappa\nu}|^2a\) with \(a=2n_B+1\), the Debye–Waller term per \((q,\nu)\) is
\[\mathrm{DW}=\frac a2\sum_\kappa|w_{\kappa\nu}|^2D_\kappa,\qquad D_\kappa=\Big\langle n\Big|\sum_l\frac{\partial^2V}{\partial\tau_{\kappa l}^2}\Big|n\Big\rangle .\]
It contains no energy denominator, so no frequency can be neglected in it. It can still be written as a band sum. Move each sublattice rigidly by \(s_\kappa\). Stationary perturbation theory gives
\[\frac{\partial^2\varepsilon_n}{\partial s_\kappa\partial s_{\kappa'}}=\delta_{\kappa\kappa'}D_\kappa+2\,\mathrm{Re}\sum_{m\ne n}\frac{\langle h_\kappa|m\rangle\langle m|h_{\kappa'}\rangle}{\varepsilon_n-\varepsilon_m}\Big|_{q=0}.\]
A common shift of all atoms leaves \(\varepsilon_n\) unchanged for any \(s\), so \(\sum_{\kappa'}\partial\varepsilon_n/\partial s_{\kappa'}=0\) identically. Differentiating this with respect to \(s_\kappa\) shows that the sum of the expression over \(\kappa'\) vanishes:
\[D_\kappa=-2\,\mathrm{Re}\sum_{\kappa'}\sum_{m\neq n}\frac{\langle h_\kappa|m\rangle\langle m|h_{\kappa'}\rangle}{\varepsilon_n-\varepsilon_m}\Big|_{q=0}.\]

## The model

The crystal has period \(d=6\) bohr and Gaussian wells \(-U_\kappa e^{-x^2/2\sigma^2}\) with \(U=0.5\) and \(0.8\) Ha, \(\sigma=0.6\) bohr, at \(\tau=0\) and 3 bohr. The masses are 2000 and 8000 electron masses and neighbours are joined by springs \(K=0.1\) Ha/bohr². These are round parameters, with light masses so that the frequency error is visible. A well at \(X\) has plane-wave elements \(N^{-1}v_\kappa(Q)e^{-iQX}\), with \(v_\kappa(Q)=-U_\kappa\sigma\sqrt{2\pi}\,d^{-1}e^{-\sigma^2Q^2/2}\) and \(Q\) the wave-vector transfer. Each derivative in \(X\) brings \(-iQ\), and \(\sum_le^{i(q-Q)R_l}=N\) when \(Q-q\) is a reciprocal vector, so the operator in \(h_\kappa\) has elements \(-iQ\,v_\kappa(Q)e^{-iQ\tau_\kappa}\) with \(Q=q+G-G'\). Atom 1 of cell \(l\) is bound to atom 2 of cells \(l\) and \(l-1\), so the dynamical matrix has diagonal \(2K/M_\kappa\) and off-diagonal \(-K(1+e^{-iqd})/\sqrt{M_1M_2}\). The highest frequency is \([2K(1/M_1+1/M_2)]^{1/2}=0.011180\) Ha.

The state \(n\) is band 2 at \(\Gamma\), at 0.08684 Ha; band 3 lies 0.27754 Ha above it. At \(k=0\) time reversal makes every contribution even in \(q\), so the zone average is taken with 64 Gauss–Legendre nodes on \((0,\pi/d)\). The program asserts that 96 nodes, or 41 plane waves, change the total by less than \(10^{-6}\) Ha, about 0.03 meV. Finer digits compare schemes on one grid and basis.

## What goes wrong with the two simple schemes

The first scheme stops both band sums at \(m=M\). Both must stop together, as the long acoustic waves show. For \(q\to0\) all atoms move alike, \(w_\kappa\to w=(2M_{\rm tot}\omega)^{-1/2}\), and \(h_\nu\to w\sum_\kappa h_\kappa\). For an empty band with \(\Delta_m=\varepsilon_m-\varepsilon_n\gg\omega\) the Fan term tends to \(-a\,w^2|\langle m|\sum_\kappa h_\kappa\rangle|^2/\Delta_m\). The same band contributes to DW \(\tfrac a2w^2\cdot2\sum_{\kappa\kappa'}\mathrm{Re}\langle h_\kappa|m\rangle\langle m|h_{\kappa'}\rangle/\Delta_m\), the same number with opposite sign. Each grows as \(a/\omega\). With the static denominator \(\Delta_m\), their sum has a numerator that vanishes at \(q=0\) and is smooth if no degeneracy interferes. At \(k=0\) it is also even in \(q\), so the sum is \(O(q^2)\,a/\omega\). At other \(k\) the numerator can have a linear term, and the same order is reached only after adding the contributions of \(q\) and \(-q\), in which the linear terms cancel. This stays finite even at finite temperature, where \(a\to2k_BT/\omega\) and \(\omega\propto|q|\). Keeping \(\omega\) in the denominator adds a term of order \(\omega|g_m|^2/\Delta_m^2\), derived below, which is finite but not zero as \(q\to0\).

The discarded part is therefore a negative Fan sum plus a DW sum that opposes it, at least for long waves, and it has no guaranteed sign. At \(T=0\) it is \(+3.61\times10^{-3}\), \(-6.6\times10^{-4}\), \(+1.35\times10^{-4}\), \(-3.3\times10^{-5}\), \(+8\times10^{-7}\) Ha for \(M=2,3,5,7,9\). The regular alternation is an observation on this model and is not derived here; at 1000 K the last entry is negative. Truncation offers no bound, and every added band costs an eigenvector at every \(k+q\).

The second scheme sets \(\omega=0\) in all denominators. Then \(f_m\) cancels, the bracket becomes \(a/(\varepsilon_n-\varepsilon_m)\), and the sum is \(a\langle h_\nu|(\varepsilon_n-H_{k+q})^{-1}|h_\nu\rangle\), which needs one linear solve and no empty states. This fails for states near \(\varepsilon_n\). At a valence maximum the intraband denominator is \(q^2/2m^*\), and the true one at \(T=0\) is \(q^2/2m^*+\omega\). For the acoustic mode \(\langle n|\sum_\kappa h_\kappa\rangle=0\) at \(q=0\) by the translation invariance used above, so \(|g_n|^2\) is of order \(q^2/\omega\propto|q|\). The true term is bounded, while the static one can grow as \(1/|q|\), which is not integrable in one dimension. The operator \(H_{k+q}-\varepsilon_n\) is also indefinite, and singular wherever a band crosses \(\varepsilon_n\).

Truncation fails through the empty bands it omits, and the static resolvent through the states close to \(\varepsilon_n\). The remedy is to sum the states near \(\varepsilon_n\) explicitly and to use the resolvent for the rest.

## The split and the solve

Let \(P\) project on an active space, the bands \(m\le M\) at \(k+q\), and let \(Q=1-P\) from here on. The active space must contain every occupied band, so that \(f_m=0\) in the rest, and enough bands that
\[\Delta_m=\varepsilon_{m,k+q}-\varepsilon_n\ge\Delta_{\min}>\omega\quad(m>M),\qquad x=\omega/\Delta_{\min}<1 .\]
The active bands are summed explicitly with full frequencies. The rest contributes, per \((q,\nu)\),
\[E=\sum_{m>M}E_m,\qquad E_m=-|g_m|^2\left[\frac{n_B}{\Delta_m-\omega}+\frac{n_B+1}{\Delta_m+\omega}\right],\]
with no poles and no need for broadening. Its static form is \(S=\sum S_m\), \(S_m=-a|g_m|^2/\Delta_m\).

Consider the Sternheimer equation
\[(H_{k+q}-\varepsilon_n+\alpha P)|\psi_\kappa\rangle=-Q|h_\kappa\rangle .\]
The operator is diagonal in the bands, with eigenvalues \(\varepsilon_m-\varepsilon_n+\alpha\) for \(m\le M\) and \(\Delta_m\) for \(m>M\). If \(\alpha>\varepsilon_n-\varepsilon_{1,k+q}\) all are positive and conjugate gradients apply. Projecting on an active band gives zero on the right, so \(P\psi_\kappa=0\). Projecting on \(m>M\) gives \(\Delta_m\langle m|\psi_\kappa\rangle=-\langle m|h_\kappa\rangle\). Hence
\[|\psi_\kappa\rangle=-\sum_{m>M}|m\rangle\frac{\langle m|h_\kappa\rangle}{\Delta_m},\]
independent of \(\alpha\). The equation is not self-consistent, because the screening is already in \(h_\kappa\). Two small matrices are stored:
\[\Phi_{\kappa\kappa'}=\langle h_\kappa|\psi_{\kappa'}\rangle=-\sum_{m>M}\frac{\langle h_\kappa|m\rangle\langle m|h_{\kappa'}\rangle}{\Delta_m},\qquad O_{\kappa\kappa'}=\langle\psi_\kappa|\psi_{\kappa'}\rangle=\sum_{m>M}\frac{\langle h_\kappa|m\rangle\langle m|h_{\kappa'}\rangle}{\Delta_m^2}.\]
Because \(g_m=\sum_\kappa w_{\kappa\nu}\langle m|h_\kappa\rangle\), contraction with \(w\) gives \(S=a\,w^\dagger\Phi w\) and \(\|\psi_\nu\|^2=w^\dagger Ow=\sum_{m>M}|g_m|^2/\Delta_m^2\), with \(\psi_\nu=\sum_\kappa w_{\kappa\nu}\psi_\kappa\). In the sum rule \(\varepsilon_n-\varepsilon_m=-\Delta_m\), so the rest part of \(D_\kappa\) is \(-2\,\mathrm{Re}\sum_{\kappa'}\Phi_{\kappa\kappa'}(q=0)\), with no approximation.

For \(M=2\) the output shows the rest part equal to the whole, \(D_\kappa=0.318531\) and \(0.316661\) Ha/bohr². The cause is parity. Under \(x\to-x\) each sublattice potential is even and its displacement derivative odd. Band 1 at \(\Gamma\) is nodeless and even. Bands 2 and 3 derive from \(\cos(2\pi x/d)\) and \(\sin(2\pi x/d)\), and in the two-wave picture the cosine, whose density sits on both wells, lies lower. An odd operator does not connect two even states, so band 1 drops out.

The cut should not pass through a degenerate level. If \(\varepsilon_M=\varepsilon_{M+1}\), a rotation of the two states moves weight \(|g|^2\) between dynamic and static treatment, and the result depends on the choice at the level of that pair's frequency error. A near-degeneracy at \(q=0\) also spoils the smoothness behind the \(O(q^2)\) cancellation in the rest part. Bands 4 and 5 at \(\Gamma\) lie at 1.87148 and 1.87825 Ha, so above \(M=2\) only odd \(M\) is used. This protects the long-wave cancellation but does not avoid close pairs everywhere: at the zone edge \(q=\pi/d\) an odd \(M\) cuts between two close bands, 0.0056 Ha apart for \(M=3\) and \(7\times10^{-5}\) Ha for \(M=7\). With the static solve for the rest, the choice of cut matters there only at the level of the frequency error just described. A truncated sum is more sensitive, because it keeps or loses the whole term of each state.

A frozen phonon checks signs and factors independently. Displace the atoms by \(\lambda(w_{\kappa\nu}e^{iqR_l}+{\rm c.c.})\). The linear perturbation couples \(k\) to \(k\pm q\) and gives the static Fan sums over all bands at both, with \(a=1\). In \(\tfrac12u^2=\tfrac12\lambda^2(2|w|^2+w^2e^{2iqR_l}+{\rm c.c.})\) the oscillating terms have no diagonal element unless \(2q\) is a reciprocal vector, which leaves twice DW. The weight of the perturbed state outside the active space is \(\lambda^2(\|\psi_\nu(q)\|^2+\|\psi_\nu(-q)\|^2)\). For a three-cell supercell, \(q_0=0.34907\) bohr⁻¹, the optical mode gives \(4.7664946\times10^{-3}\) Ha for the energy coefficient and \(1.1937227\times10^{-3}\) for the weight outside \(M=3\), by both routes.

The level shift is now split into a few active bands summed with full phonon frequencies and a rest space whose static Fan term and exact Debye–Waller part come from linear solves. What remains is to find the error made by dropping the frequency in the rest space, to correct and bound it, and to explain why it hardly depends on temperature or spring stiffness.
